# Moseley's K-alpha law and the origin of its screening constant

## Definitions and conventions

A K-alpha photon is emitted when an electron from the 2p shell fills a vacancy in the 1s shell. The initial ion has a 1s hole and the final ion a 2p hole. Neglecting the small recoil of the atom, the photon energy is

\[
E=E_{\rm tot}(1s^{-1})-E_{\rm tot}(2p^{-1}). \tag{1}
\]

The nucleus is an infinitely heavy point charge \(Ze\). Each total energy is averaged over all states of its electron configuration, so \(E\) is the centroid of the K-alpha doublet. With electron mass \(m\), the Bohr radius and Rydberg energy are

\[
a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2},\qquad
R=\frac{e^2}{8\pi\varepsilon_0a_0}=\frac{me^4}{8\varepsilon_0^2h^2}=13.606\ {\rm eV}. \tag{2}
\]

Moseley's law is the approximation

\[
E\simeq A(Z-1)^2,\qquad A=\tfrac34R=10.20\ {\rm eV}. \tag{3}
\]

The prefactor follows from the bare nucleus. The number subtracted from \(Z\) follows from the electron repulsion.

## The bare nucleus and the expansion in \(1/Z\)

One electron bound to the nucleus has nonrelativistic energies \(-RZ^2/n^2\). Falling from \(n=2\) to \(n=1\), it releases

\[
E_0=RZ^2\left(1-\tfrac14\right)=AZ^2. \tag{4}
\]

Now take the ten-electron core, with K and L shells filled except for the hole. Measure distances as \(x=Zr/a_0\). The repulsion of two electrons becomes

\[
\frac{e^2}{4\pi\varepsilon_0r_{12}}=\frac{Ze^2}{4\pi\varepsilon_0a_0}\frac1{x_{12}}=\frac{2RZ}{x_{12}}, \tag{5}
\]

while the one-electron energies scale as \(RZ^2\). The repulsion is therefore a perturbation of relative size \(1/Z\). Its first-order energy is proportional to \(Z\). Its second-order energy, a squared matrix element divided by an energy gap, is proportional to \(Z^2/Z^2=1\).

Call the electron that jumps the active electron. The spectators are one 1s, two 2s and five 2p electrons. Their mutual repulsion is the same before and after, to first order, and cancels in (1). Write \(2RZ\,v_{ab}\) for the average repulsion of an electron in shell \(a\) with one in shell \(b\). The active electron starts in 2p and ends in 1s, so

\[
E=AZ^2-2RZD+O(Z^0), \tag{6}
\]
\[
D=(v_{1s1s}-v_{1s2p})+2(v_{1s2s}-v_{2s2p})+5(v_{1s2p}-v_{2p2p}). \tag{7}
\]

The brackets belong to the 1s, 2s and 2p spectators. The minus sign in (6) arises because final-state repulsion raises the final energy and so lowers the photon energy.

## Averaging the repulsion

For two electrons in the antisymmetric state \((\phi_a\phi_b-\phi_b\phi_a)/\sqrt2\), the mean repulsion is \(J-K\): the direct integral minus the exchange integral, the latter present for parallel spins. In a determinant of several orbitals these pair energies add. The average of the first-order energies over a configuration is the average diagonal element, because a trace does not depend on the basis. In that average every allowed pair of spin-orbitals occurs equally often.

Expand the repulsion in Legendre polynomials of the angle \(\gamma\) between the two position vectors:

\[
\frac1{x_{12}}=\sum_k\frac{x_<^k}{x_>^{k+1}}P_k(\cos\gamma),\quad
P_k=\frac{4\pi}{2k+1}\sum_qY_{kq}(1)Y_{kq}^*(2). \tag{8}
\]

Let \(P_a(x)\) be \(x\) times the radial function. Define \(F^k_{ab}\) as the double radial integral of \(x_<^k/x_>^{k+1}\) with densities \(P_a^2(x_1)\) and \(P_b^2(x_2)\), and \(G^k_{ab}\) as the same integral with \(P_aP_b\) at both points.

An s density is spherical, so its direct repulsion with any shell contains \(k=0\) alone and equals \(F^0\). For exchange between two s shells the angular factor is one for \(k=0\). For s with p, the constant \(Y_{00}^2=1/4\pi\) multiplies the factor \(4\pi/3\) from the \(k=1\) term in (8), giving \(G^1/3\). Spins are parallel in half of the pairs, so

\[
v_{1s2s}=F^0-\tfrac12G^0,\qquad v_{s2p}=F^0-\tfrac16G^1. \tag{9}
\]

The two 1s electrons have opposite spins, hence \(v_{1s1s}=F^0\).

For 2p with 2p, sum \(J-K\) over all 36 ordered pairs of the six spin-orbitals. The six pairs of identical spin-orbitals contribute zero. The filled p shell is spherical, so the direct sum is \(36F^0\). For exchange use \(\sum_mY_{1m}^*(1)Y_{1m}(2)=3P_1(\cos\gamma)/4\pi\). The sum over both magnetic quantum numbers is

\[
\sum_{mm'}K_{mm'}=\frac92\sum_kF^k\int_{-1}^{1}P_1^2P_k\,du
=3F^0+\frac65F^2. \tag{10}
\]

Here \(P_1^2=(1+2P_2)/3\), so the integrals are \(2/3\) for \(k=0\) and \(4/15\) for \(k=2\). Two spin directions double (10). Dividing by the 30 ordered pairs of different spin-orbitals gives

\[
v_{2p2p}=\frac{36F^0-6F^0-\frac{12}5F^2}{30}=F^0-\frac2{25}F^2. \tag{11}
\]

## The radial integrals

The normalized hydrogenic functions are

\[
P_{1s}=2xe^{-x},\quad P_{2s}=\frac{x-x^2/2}{\sqrt2}e^{-x/2},\quad
P_{2p}=\frac{x^2}{2\sqrt6}e^{-x/2}. \tag{12}
\]

All integrals below reduce to \(\int_0^\infty x^ne^{-bx}dx=n!/b^{n+1}\). The potential of a spherical density \(P^2\) is \(U(x)=x^{-1}\int_0^xP^2ds+\int_x^\infty P^2s^{-1}ds\). Integration by parts gives

\[
U_{1s}=\frac1x-e^{-2x}\left(1+\frac1x\right), \tag{13}
\]
\[
U_{2p}=\frac1x-e^{-x}\left(\frac1x+\frac34+\frac x4+\frac{x^2}{24}\right). \tag{14}
\]

The mean of \(1/x\) is 1 for 1s and \(1/4\) for both 2s and 2p. Averaging (13) over the three densities yields

\[
\begin{aligned}
F^0_{1s1s}&=1-4\int_0^\infty(x+x^2)e^{-4x}dx=\frac58,\\
F^0_{1s2s}&=\frac14-\int_0^\infty\left(\frac x2-\frac{3x^3}8+\frac{x^4}8\right)e^{-3x}dx=\frac{17}{81},\\
F^0_{1s2p}&=\frac14-\frac1{24}\int_0^\infty(x^3+x^4)e^{-3x}dx=\frac{59}{243}.
\end{aligned} \tag{15}
\]

Averaging (14) over 2s, the product of polynomials is \(\frac x2-\frac{x^2}8-\frac{x^3}8-\frac{x^4}{96}+\frac{x^5}{96}+\frac{x^6}{192}\), multiplied by \(e^{-2x}\). Thus

\[
\begin{aligned}
F^0_{2s2p}&=\frac14-\frac{64-16-24-4+10+15}{512}=\frac{83}{512},\\
F^0_{2p2p}&=\frac14-\frac1{24}\left(\frac38+\frac9{16}+\frac{15}{32}+\frac{15}{64}\right)=\frac{93}{512}.
\end{aligned} \tag{16}
\]

In the remaining integrals both points carry the same density. The regions \(x_1<x_2\) and \(x_1>x_2\) contribute equally, so one is doubled. For \(G^0_{1s2s}\) the density is \(\sqrt2(x^2-x^3/2)e^{-3x/2}\), whose integral from 0 to \(x\) is \(\sqrt2x^3e^{-3x/2}/3\), as differentiation confirms. Hence

\[
G^0_{1s2s}=\frac43\int_0^\infty\left(x^4-\frac{x^5}2\right)e^{-3x}dx=\frac{16}{729}. \tag{17}
\]

For the others, integrate first over the larger radius. The inner integrals are

\[
\begin{aligned}
\int_s^\infty xe^{-3x/2}dx&=\left(\frac{2s}3+\frac49\right)e^{-3s/2},\\
\int_s^\infty\left(x-\frac{x^2}2\right)e^{-x}dx&=-\frac{s^2}2e^{-s},\\
\int_s^\infty xe^{-x}dx&=(s+1)e^{-s}.
\end{aligned} \tag{18}
\]

Including the squared normalization factors \(1/6\), \(1/48\) and \(1/576\), together with the factor 2,

\[
\begin{aligned}
G^1_{1s2p}&=\frac13\int_0^\infty\left(\frac{2s^5}3+\frac{4s^4}9\right)e^{-3s}ds=\frac{112}{2187},\\
G^1_{2s2p}&=\frac1{24}\int_0^\infty\left(\frac{s^7}4-\frac{s^6}2\right)e^{-2s}ds=\frac{45}{512},\\
F^2_{2p2p}&=\frac1{288}\int_0^\infty(s^7+s^6)e^{-2s}ds=\frac{45}{512}.
\end{aligned} \tag{19}
\]

Equations (9) and (11) now give

\[
\begin{gathered}
v_{1s1s}=0.6250,\quad v_{1s2s}=0.1989,\quad v_{1s2p}=0.2343,\\
v_{2s2p}=0.1475,\quad v_{2p2p}=0.1746.
\end{gathered} \tag{20}
\]

## The screening constant

Substitution in (7), using unrounded values, gives

\[
D=0.3907+0.1029+0.2983=0.7919. \tag{21}
\]

To turn (6) into a square, use \(2R=8A/3\):

\[
AZ^2-\frac83AZD=A\left[(Z-\sigma)^2-\sigma^2\right],\qquad
\sigma=\frac43D=1.056. \tag{22}
\]

The term \(-A\sigma^2\) does not depend on \(Z\). It is of the same order as the second-order energy already omitted, so dropping it is consistent with first-order accuracy. Rounding \(\sigma\) to one gives (3).

The three parts of the screening constant are

\[
\sigma=0.521\ (\text{one }1s)+0.137\ (\text{two }2s)+0.398\ (\text{five }2p). \tag{23}
\]

The lone 1s spectator supplies about half of the total. It does shield the outer 2p level by nearly one charge: matching \(-R(Z-s)^2/4\) to first order requires \(s/2=2v_{1s2p}\), or \(s=0.937\). But it shields the final 1s level too, by \(s=v_{1s1s}=0.625\), from \(2s=2v_{1s1s}\). The transition depends on both levels, with \(\sigma=\frac43(0.625-\frac14\times0.937)=0.521\). The L spectators supply the other half because each repels an electron in 1s more strongly than one in 2p. The value near one is thus a sum over the core, and not the charge of a single shielding electron.

## Outer electrons and relaxation

Consider an outer electron that stays at a radius \(r\) beyond the core. By Gauss's law its direct repulsion with a spherically averaged 1s or 2p electron is \(e^2/(4\pi\varepsilon_0r)\) in either case. Exchange vanishes when the orbitals do not overlap. To first order such an electron does not change \(E\), although it shifts both hole energies. Real outer orbitals penetrate the core, and the difference this leaves is of the same first order in \(1/Z\) as (7). With unscreened hydrogenic orbitals, \(3s^2\), \(3p^6\), \(3d^{10}\) and \(4s^2\) would add 0.03, 0.12, 0.11 and 0.01 to \(\sigma\), so the value 1.056 belongs to the ten-electron core only. In calcium to zinc the outer orbitals are screened and more extended, and their net effect on the screening constant is 0.05 to 0.08.

The core orbitals also adjust to the vacancy. This relaxation enters at second order and beyond. Both effects can be included by a self-consistent calculation of the two total energies in (1).

## Relativity

The Dirac energy of one electron in the field of the nucleus, less its rest energy, is

\[
E_{nj}=mc^2\left\{\left[1+\frac{\xi}{\left(n-\kappa+\sqrt{\kappa^2-\xi}\right)^2}\right]^{-1/2}-1\right\}, \tag{24}
\]

where \(\kappa=j+\frac12\), \(\xi=(\alpha Z)^2\) and \(\alpha=e^2/(4\pi\varepsilon_0\hbar c)\). For small \(\xi\), the denominator is \((n-\xi/2\kappa)^2\), so the fraction is \(y\simeq(\xi/n^2)(1+\xi/n\kappa)\). With \((1+y)^{-1/2}-1\simeq-y/2+3y^2/8\) and \(mc^2\alpha^2=2R\),

\[
E_{nj}\simeq-\frac{RZ^2}{n^2}\left[1+\xi\left(\frac1{n\kappa}-\frac3{4n^2}\right)\right]. \tag{25}
\]

Relativity lowers 1s by \(RZ^2\xi/4\), \(2p_{3/2}\) by \(RZ^2\xi/64\), and \(2p_{1/2}\) by \(5RZ^2\xi/64\). The 2p levels contain four and two states, so their average lowering is \((2\times1+5)/192=7/192\) in units of \(RZ^2\xi\). The bare-nucleus photon energy therefore rises by

\[
\Delta E_{\rm rel}\simeq\left(\frac14-\frac7{192}\right)R\alpha^2Z^4
=\frac{41}{192}R\alpha^2Z^4. \tag{26}
\]

Relative to \(AZ^2\) this is \((41/144)\alpha^2Z^2\). It grows with \(Z\), so a fixed screening constant near one cannot describe heavy atoms accurately.

To express any energy as an effective screening constant, define

\[
\sigma_{\rm eff}=Z-\sqrt{E/A},\qquad
\delta\sigma_{\rm eff}\simeq-\frac{\delta E}{2A(Z-\sigma_{\rm eff})}. \tag{27}
\]

A positive relativistic shift lowers \(\sigma_{\rm eff}\).

## Calcium to zinc

The following energies come from configuration-average Hartree-Fock calculations of free atoms with outer configuration \(3d^{Z-20}4s^2\). For chromium and copper this is not the ground configuration; using \(3d^54s^1\) and \(3d^{10}4s^1\) raises \(E\) by about 0.8 eV. Each electron moves in the average field of the others, including exchange. Orbitals are expanded in Gaussian functions and iterated to self-consistency separately for the 1s-hole and 2p-hole ions. Each shell is solved in the space orthogonal to inner shells of the same angular momentum; the small remaining coupling between unequally filled shells is neglected.

The energy \(E_{\rm nr}\) is nonrelativistic. For \(E\), the one-electron part comes from the Dirac equation without spin-orbit coupling, reduced to an electrons-only Hamiltonian in the finite basis (the spin-free exact two-component method). The electron repulsion keeps its nonrelativistic form. The last column is \(A(Z-1)^2/E-1\). A denser basis and radial mesh, with the coupling between shells included, raise the energies of Ca, Cr, Cu and Zn by 0.3 to 0.4 eV and the higher-order core term in (28) by 0.5 eV, so the last digit in the table and the decimals of the computed terms in (28) are uncertain at this level.

| Atom | \(Z\) | \(E_{\rm nr}\)/eV | \(E\)/eV | Law/eV | Dev./% |
|---|---|---|---|---|---|
| Ca | 20 | 3672 | 3692 | 3684 | −0.2 |
| Sc | 21 | 4067 | 4091 | 4082 | −0.2 |
| Ti | 22 | 4482 | 4512 | 4500 | −0.3 |
| V | 23 | 4917 | 4953 | 4939 | −0.3 |
| Cr | 24 | 5373 | 5416 | 5398 | −0.3 |
| Mn | 25 | 5849 | 5900 | 5878 | −0.4 |
| Fe | 26 | 6345 | 6405 | 6378 | −0.4 |
| Co | 27 | 6862 | 6932 | 6898 | −0.5 |
| Ni | 28 | 7398 | 7480 | 7439 | −0.6 |
| Cu | 29 | 7955 | 8050 | 8000 | −0.6 |
| Zn | 30 | 8533 | 8642 | 8582 | −0.7 |

Moseley's law lies below the computed energies throughout this range, by at most 0.7 percent of \(E\). The nonrelativistic \(\sigma_{\rm eff}\) rises from 1.03 at calcium to 1.08 at zinc, close to the first-order value 1.056. The closeness is partly a cancellation: the self-consistent ten-electron core alone gives 0.98 at calcium and 1.01 at zinc, and the outer electrons raise these values again. With relativity it falls from 0.98 to 0.90.

For zinc the contributions can be separated. The first two terms below are \(AZ^2\) and \(-2RZD\). The third is what remains in a nonrelativistic Hartree-Fock calculation of the ten-electron core. The fourth is the change on adding all outer electrons, and the fifth is the change on adding relativity:

\[
E/{\rm eV}=9183.8-646.5+39.8-44.4+109.5\simeq8642. \tag{28}
\]

The higher-order core term and the outer-electron term nearly cancel in zinc. This is a numerical result for this atom and does not follow from the derivation. The outer-electron term contains penetration, exchange and relaxation together, and these have not been separated. The first three terms alone sum to 8577 eV, which by (27) is \(\sigma_{\rm eff}=1.01\); the outer electrons raise this to 1.08. Of the outer-shell change, the two 4s electrons account for about \(-0.4\) eV, as found by removing them and recomputing both hole states. This small value agrees with the Gauss's-law argument.

The relativistic shift is 110 eV, against 125 eV from (26) for a bare nucleus. Screening of the nucleus is a plausible cause of the reduction, though it has not been isolated here. By (27), the shift changes the screening constant by

\[
\delta\sigma_{\rm eff}\simeq-\frac{109.5}{2\times10.204\times(30-1.083)}=-0.19, \tag{29}
\]

which takes it from 1.08 to 0.90. The energy itself is less sensitive: an error of 0.1 in the screening constant changes \(E\) by about \(2\times0.1/29=0.7\) percent at zinc. The law's accuracy therefore does not imply that the screening constant equals one to the same accuracy.

A Moseley plot shows \(\sqrt E\) against \(Z\). A least-squares line through the eleven relativistic values corresponds to

\[
E\simeq10.37\ {\rm eV}\,(Z-1.14)^2, \tag{30}
\]

with a largest error of 0.11 percent of \(E\). Its prefactor exceeds \(A\) because the slope of \(\sqrt E=\sqrt A(Z-\sigma_{\rm eff})\) is \(\sqrt A(1-d\sigma_{\rm eff}/dZ)\), and \(\sigma_{\rm eff}\) decreases with \(Z\). The average decrease is 0.008 per unit of \(Z\), which raises the prefactor by about 1.6 percent, from 10.20 to 10.37 eV. The fitted 1.14 is the intercept that accompanies this altered slope, and is not the screening constant at fixed \(A\).

The computed zinc photon has energy \(8642\ {\rm eV}=1.385\times10^{-15}\) J and wavelength \(hc/E=0.1435\) nm. The calculation omits electron correlation, magnetic and retarded interactions between electrons, radiative corrections, and relativistic changes of the electron repulsion. These omissions are not negligible against the digits shown: in zinc the contact parts of the 1s–1s interaction alone are about \(+5\) eV (relativistic change of the repulsion) and \(-9\) eV (magnetic spin-spin term). The deviations in the table therefore compare the law with this atomic model and not with measured lines.

The derivation also needs a filled 2p shell and a \(Z\) large enough for repulsion to be a small perturbation. In light atoms the omitted terms matter more, relative to \(AZ^2\), and an incomplete L shell changes the count in (7). In heavy atoms the growing term (26) spoils the fixed-constant law. From calcium to zinc, the range computed here, (3) reproduces the doublet centroid of this atomic model within 1 percent, with its screening constant set mainly by the whole K and L core.
